# Flux Conservation and Equilibrium Selection in a Parallel Memristor Circuit

## The form of the conserved quantity

Connect an inductor, a capacitor and a memristor between the same two nodes. Let $\lambda$ be the flux linkage of the inductor and $\varphi$ the flux of the memristor, meaning the time integral of its voltage, counted from a fixed point on its own characteristic. Because the elements share one voltage, a voltage pulse of area $A$ changes both fluxes equally:

$$
(\lambda,\varphi)\to(\lambda+A,\varphi+A). \tag{1}
$$

A function $f(\lambda,\varphi)$ that is to survive every such pulse must satisfy $f(\lambda+A,\varphi+A)=f(\lambda,\varphi)$ for all $A$. The choice $A=-\varphi$ gives $f(\lambda,\varphi)=f(\lambda-\varphi,0)$. A conserved function of the two fluxes can therefore depend on their difference alone. Neither the capacitance nor the memristor characteristic is needed to construct it, since (1) refers to neither.

This symmetry also fixes the form of the final state. If the circuit comes to rest with no inductor current, then $\lambda=0$, and the memristor must hold minus the initial value of $\lambda-\varphi$. Whether the circuit does come to rest is a separate question, and its answer depends on the memristor.

## Circuit equations and the line of equilibria

Let $v$ be the voltage of the top node relative to the bottom node, and count every branch current downward. The inductor is linear, $\lambda=Li$, with $L>0$ and $C>0$. The ideal flux-controlled memristor is defined by a smooth curve $q=\hat q(\varphi)$ with $d\varphi/dt=v$. By the chain rule its current is

$$
i_M=\frac{dq}{dt}=\frac{d\hat q}{d\varphi}\frac{d\varphi}{dt}=W(\varphi)\,v,\qquad W=\frac{d\hat q}{d\varphi}, \tag{2}
$$

where $W$ is the memductance. There are no sources, so the three downward currents add to zero: $C\,dv/dt+i+i_M=0$. The state $(v,i,\varphi)$ obeys

$$
C\frac{dv}{dt}=-i-W(\varphi)v,\qquad L\frac{di}{dt}=v,\qquad \frac{d\varphi}{dt}=v. \tag{3}
$$

At an equilibrium all three derivatives vanish. The second and third equations give $v=0$, and the first then gives $i=0$. Nothing restricts $\varphi$, so the equilibria form the line

$$
v=0,\qquad i=0,\qquad \varphi\ \text{arbitrary}. \tag{4}
$$

This line is the memory of the ideal device: it can hold any flux, and hence any available memductance, without voltage or current.

## The conserved difference selects a point

Subtract the third equation of (3) from the second:

$$
\frac{d}{dt}(Li-\varphi)=v-v=0,\qquad K\equiv Li-\varphi=\text{constant}. \tag{5}
$$

The value of $K$ is physical. The curve $\hat q$ fixes the origin of $\varphi$, and the coil current fixes $Li$, so neither flux can be shifted at will.

Each value of $K$ defines a plane in the state space, which a trajectory cannot leave. On the line (4) we have $i=0$, so $K=-\varphi$. The plane meets the line at one point:

$$
\boxed{\varphi_*=-K=\varphi(0)-Li(0).} \tag{6}
$$

The minus sign has a direct meaning. A positive initial current must fall to zero, which requires a negative net voltage integral across the coil, and the memristor receives the same integral.

The initial capacitor voltage is absent from (6). In particular, if $i(0)=0$, then $\varphi_*=\varphi(0)$: a charged capacitor may drive the memristor far from its initial state, but if the circuit comes to rest, the memristor is back where it began.

It is instructive to remove the inductor. Then $C\,dv/dt=-W v=-dq/dt$, and the conserved quantity is the charge $Cv+\hat q(\varphi)$. At rest,

$$
\hat q(\varphi_\infty)=\hat q(\varphi(0))+Cv(0). \tag{7}
$$

Now the capacitor voltage does set the final state. The inductor changes this because it offers a second path for charge while forcing a definite voltage integral.

## Does the circuit reach the selected point?

Put $x=\varphi-\varphi_*$. Equations (5) and (6) give $Li=\varphi+K=x$, so $i=x/L$, and the motion in one plane is

$$
\frac{dx}{dt}=v,\qquad C\frac{dv}{dt}=-\frac{x}{L}-W(\varphi_*+x)v. \tag{8}
$$

This is an oscillator with state-dependent damping. Its energy is

$$
E=\frac{Cv^2}{2}+\frac{x^2}{2L}=\frac{Cv^2}{2}+\frac{Li^2}{2}. \tag{9}
$$

Differentiating and inserting (8),

$$
\frac{dE}{dt}=v\left(-\frac{x}{L}-Wv\right)+\frac{xv}{L}=-Wv^2. \tag{10}
$$

Suppose that $0<W_{\min}\le W(\varphi)\le W_{\max}$ for all $\varphi$. The energy then cannot grow. Equation (10) alone does not give a decay rate, because the loss vanishes whenever $v=0$. A small cross term cures this. Define

$$
F=E+\varepsilon Cxv,\qquad \varepsilon=\frac{W_{\min}}{2C+LW_{\max}^2}. \tag{11}
$$

From (8), the cross term changes at the rate

$$
\frac{d}{dt}(Cxv)=Cv^2-\frac{x^2}{L}-Wxv, \tag{12}
$$

and therefore

$$
\frac{dF}{dt}=-(W-\varepsilon C)v^2-\frac{\varepsilon x^2}{L}-\varepsilon Wxv. \tag{13}
$$

The last term has no definite sign. Expanding $(|x|/\sqrt L-\sqrt L\,W|v|)^2\ge0$ gives $W|xv|\le x^2/(2L)+LW^2v^2/2$. With $W_{\min}\le W\le W_{\max}$,

$$
\frac{dF}{dt}\le-\left[W_{\min}-\varepsilon\left(C+\frac{LW_{\max}^2}{2}\right)\right]v^2-\frac{\varepsilon x^2}{2L}. \tag{14}
$$

By (11), the product with $\varepsilon$ inside the bracket is $W_{\min}/2$, so the bracket equals $W_{\min}/2$. Also $\varepsilon<W_{\min}/C$, hence $W_{\min}v^2/2\ge\varepsilon Cv^2/2$. Thus

$$
\frac{dF}{dt}\le-\varepsilon\left(\frac{Cv^2}{2}+\frac{x^2}{2L}\right)=-\varepsilon E. \tag{15}
$$

It remains to compare $F$ with $E$. From $2ab\le a^2+b^2$ with $a=\sqrt C|v|$ and $b=|x|/\sqrt L$, we get $C|xv|\le\sqrt{LC}\,E$. With $\delta=\varepsilon\sqrt{LC}$,

$$
(1-\delta)E\le F\le(1+\delta)E. \tag{16}
$$

The same inequality gives $2C+LW_{\max}^2\ge2\sqrt{2LC}\,W_{\max}$, so $\delta\le W_{\min}/(2\sqrt2\,W_{\max})<1$, and $F$ is positive away from equilibrium. Equations (15) and (16) give $dF/dt\le-\varepsilon F/(1+\delta)$. Integrating, and using (16) once at each end,

$$
E(t)\le\frac{1+\delta}{1-\delta}\,E(0)\exp\left(-\frac{\varepsilon t}{1+\delta}\right). \tag{17}
$$

Both $v$ and $x$ therefore tend to zero. For a memductance with positive lower and finite upper bounds, every initial state reaches the point selected by (6).

## Motion near the line

Near an equilibrium, $W(\varphi)v$ equals $W_*v$ to first order, with $W_*=W(\varphi_*)$, because the change of $W$ multiplies a voltage that is already small. For small deviations proportional to $e^{st}$, (3) becomes $Csv=-i-W_*v$, $Lsi=v$ and $s\,\delta\varphi=v$. One solution is $s=0$, $v=i=0$, with $\delta\varphi$ free: a displacement along the line. If $s\ne0$, inserting $i=v/(Ls)$ in the first equation and multiplying by $s/C$ gives

$$
s^2+\frac{W_*}{C}s+\frac1{LC}=0,\qquad
s_\pm=-\frac{W_*}{2C}\pm\sqrt{\frac{W_*^2}{4C^2}-\frac1{LC}}. \tag{18}
$$

The zero eigenvalue means that a slightly displaced circuit need not return to the old equilibrium. If the displacement changes $K$ and $W_*>0$, the circuit goes to the neighbouring point given by (6).

For $0<W_*<2\sqrt{C/L}$ the approach is a damped oscillation. For $W_*\gg2\sqrt{C/L}$ the roots are real and far apart. Their sum is $-W_*/C$ and their product $1/(LC)$, so they are approximately $-W_*/C$ and $-1/(LW_*)$. The capacitor first discharges quickly; the flux then creeps to $\varphi_*$ in a time $LW_*$. This connects (6) with (7): for a very large inductor with $i(0)=0$, the charge rule describes the state after the fast stage, and the flux rule describes the later end. For a large excursion this separation into two stages needs $W(\varphi)\gg2\sqrt{C/L}$ along the whole path, not only at $\varphi_*$; otherwise the coil takes charge before the capacitor has discharged, and the flux turns back short of the value given by (7). When the condition holds, the slow stage obeys $dx/dt\approx-x/[LW(\varphi)]$, so its duration is set by the memductance along the path and can differ greatly from $LW_*$.

If $W_*<0$, the two roots have a positive sum and a positive product, so both have positive real parts. The plane still selects $\varphi_*$, but the point repels. If $W_*=0$, the linear equation does not decide.

An example with negative memductance is

$$
W(\varphi)=-g\left(1-\frac{\varphi^2}{\varphi_a^2}\right),\qquad g>0,\qquad \varphi_*=0. \tag{19}
$$

For $g\sqrt{L/C}\ll1$ the motion over one period is nearly $\varphi=A\cos\omega t$ with $\omega=1/\sqrt{LC}$. A steady amplitude requires zero mean power in the memristor. Since $v^2\propto\sin^2\omega t$,

$$
0=\langle\sin^2\omega t\rangle-\frac{A^2}{\varphi_a^2}\langle\sin^2\omega t\cos^2\omega t\rangle
=\frac12-\frac{A^2}{8\varphi_a^2},\qquad A=2\varphi_a. \tag{20}
$$

Smaller oscillations gain energy and larger ones lose it. Such a memristor is locally active and needs an internal power supply.

## Moving the selected point

Place an electromotive force $e(t)$ in series with the inductor, positive terminal toward the top node, so that $v=L\,di/dt+e$. Then $dK/dt=(v-e)-v=-e$, and since $\varphi_*=-K$,

$$
\Delta\varphi_*=\int e\,dt. \tag{21}
$$

Only the pulse area matters for the selected point. A current source $I_s$ across the tank behaves differently. It adds $I_s$ to the right side of the capacitor equation in (3) and leaves both flux equations unchanged, so $K$ is conserved. During the pulse the flux moves, but for the bounded positive memductance of (17) it returns to the old $\varphi_*$ afterwards.

## A worked circuit

Take the smooth step

$$
W(\varphi)=W_{\rm off}+\frac{W_{\rm on}-W_{\rm off}}2\left[1+\tanh\frac{\varphi}{\varphi_s}\right], \tag{22}
$$

with $W_{\rm off}=0.05$ mS, $W_{\rm on}=1$ mS and $\varphi_s=30$ V ns. The tank has $L=100$ µH and $C=100$ pF. In these units µH × mA = V ns and mS × V ns = pC. The impedance $\sqrt{L/C}$ is 1 kΩ and the undamped period $2\pi\sqrt{LC}$ is 628 ns.

Start at $\varphi(0)=-60$ V ns, $i(0)=-1$ mA and $v(0)=0$. Equation (6) gives

$$
\varphi_*=-60-(100)(-1)=40\ \text{V ns}. \tag{23}
$$

The memductance rises from $0.05+0.475(1+\tanh(-2))=0.0671$ mS to $0.05+0.475(1+\tanh(4/3))=0.938$ mS. The resistance falls from 14.9 to 1.07 kΩ.

Integration of (3) ends at 40.0000 V ns. With the initial current and flux held fixed, $v(0)=+0.5$ V and $-0.5$ V give the same end point. For $v(0)=0$ the flux first overshoots to 73 V ns, so selection does not imply a monotonic approach. The initial energy $\tfrac12(100)(1)^2=50$ pJ is all dissipated in the memristor.

A separate integration used the memristor charge as the state and recovered the flux by inverting $\hat q$. The difference $Li-\varphi$ stayed within $1.3\times10^{-8}$ V ns of its initial value while the flux swung through 133 V ns.

At the end point, (18) gives a decay rate $0.938/(2\times100)=0.00469$ ns$^{-1}$, so the amplitude falls by a factor $e$ in 213 ns. The global bound (17) has $\varepsilon=0.05/(200+100)=1.67\times10^{-4}$ ns$^{-1}$ and allows an energy decay time of about 6.1 µs. It is built from the smallest and the largest memductance anywhere on the curve and from inequalities that are not tight; it guarantees arrival and does not estimate the time.

Starting from 40 V ns with $i(0)=+1$ mA selects $40-100=-60$ V ns, and the integration resets the memristor to that value. An emf pulse of $-0.5$ V for 200 ns, applied at rest, has area $-100$ V ns and gives the same reset. A 1 mA current pulse of equal duration across the tank moves the flux by 85 V ns by the end of the pulse, yet the final flux is again 40 V ns.

For the active law (19), take $g=0.1$ mS and $\varphi_a=30$ V ns, so $g\sqrt{L/C}=0.1$. A start with selected flux zero ends in an oscillation of amplitude 60.0 V ns, as (20) predicts. A start at 70 V ns with 0.1 mA selects 60 V ns, where $W=-0.1(1-4)=0.3$ mS is positive, and the circuit settles there.

## Resistance, noise and real cells

Let the coil have series resistance $R$ and the memristor lead resistance $r$. The flux equations become $L\,di/dt=v-Ri$ and $d\varphi/dt=v-ri_M$. Subtraction gives

$$
\frac{d}{dt}(\varphi-Li)=Ri-ri_M. \tag{24}
$$

Here $i_M=dq/dt$, and current balance gives $i=-C\,dv/dt-dq/dt$. Every term is a total derivative, so the conserved quantity is now

$$
J=\varphi-Li+r\hat q(\varphi)+R[Cv+\hat q(\varphi)]. \tag{25}
$$

At rest $v=i=0$, and $\varphi_\infty+(R+r)\hat q(\varphi_\infty)=J(0)$. For positive $W$ the left side increases with $\varphi_\infty$, so at most one point is selected. With $R>0$ the initial capacitor voltage enters, through $RCv(0)$.

For $v(0)=0$, write $\Delta=\varphi_\infty-\varphi_*$ and expand $\hat q(\varphi_\infty)\approx\hat q(\varphi_*)+W_*\Delta$. Then

$$
\Delta\approx-\frac{(R+r)[\hat q(\varphi_*)-\hat q(\varphi(0))]}{1+(R+r)W_*}. \tag{26}
$$

The charge change in the example is 43.7 pC. For $R=5$ Ω and $r=50$ Ω, (26) gives $-0.055\times43.7/(1+0.055\times0.938)=-2.29$ V ns, in agreement with the integrated shift.

Thermal noise in the memristor also spreads the flux. Take $R=r=0$ again and model the noise as a current source in parallel with the memristor, which leaves $K$ conserved. Near equilibrium, add to the capacitor equation a noise current with correlation $2k_BTW_*\delta(t-t')$. Stationarity of $\langle x^2\rangle$ requires $\langle xv\rangle=0$. Stationarity of $\langle v^2\rangle$ balances the loss $2W_*\langle v^2\rangle/C$ against the supply $2k_BTW_*/C^2$, so $\langle v^2\rangle=k_BT/C$. Stationarity of $\langle xv\rangle$ then requires $\langle v^2\rangle=\langle x^2\rangle/(LC)$, and

$$
\sqrt{\langle x^2\rangle}=\sqrt{Lk_BT}. \tag{27}
$$

At 300 K this is $6.4\times10^{-4}$ V ns, negligible beside $\varphi_s$. The spread stays bounded only because this noise does not change $K$. With $R+r>0$, the noise emfs of the resistors and the memristor noise current, which enters $J$ multiplied by $R+r$, make $J$ a random walk whose variance grows at the rate $2k_BT(R+r)[1+(R+r)W_*]$. A change of $J$ moves the rest point by $\delta J/[1+(R+r)W_*]$, so in the linearized circuit the flux variance grows as $2k_BT(R+r)\,t/[1+(R+r)W_*]$. For $R=5$ Ω and $r=50$ Ω the spread is about 0.7 V ns after one second and becomes comparable with $\varphi_s$ after roughly half an hour.

The chosen scales, about 1 V, 100 ns and 1 to 20 kΩ, are rough values in the regime of a filamentary hafnium-oxide resistive cell. The high resistance is toward the low side for such cells, and a 100 µH coil belongs to a test circuit, not to a memory array. Real cells break the assumption that the state responds to voltage only through its time integral; their switching rate rises steeply with voltage. A simple substitute for $d\varphi/dt=v$ is

$$
\frac{d\varphi}{dt}=f(v)=(1\ \text{V})\,\frac{\sinh(v/v_s)}{\sinh(1\ \text{V}/v_s)},\qquad v_s=0.25\ \text{V}, \tag{28}
$$

where $\varphi$ is now an internal state in flux units and $i_M=W(\varphi)v$ is retained. Since $f(0)=0$, the line of equilibria survives. But $d(Li-\varphi)/dt=v-f(v)$, so at rest

$$
\varphi_\infty=\varphi_*+\int_0^\infty[f(v)-v]\,dt. \tag{29}
$$

The end point now depends on the waveform. At 0.5 V, for instance, $f=\sinh2/\sinh4=0.13$ V, about a quarter of the ideal rate. For $v(0)=0$, $+0.5$ and $-0.5$ V the final states are 5.7, 24.6 and 23.8 V ns, instead of 40 in each case. The value of $v_s$ is only illustrative, and these numbers depend strongly on it: with the steeper choice $v_s=0.1$ V they become $-20.8$, 14.2 and 13.0 V ns. The voltage at which $f(v)=v$, set to 1 V in (28), is equally arbitrary and lies near the peak tank voltage: with 0.8 V in its place and $v_s=0.25$ V the final states are 34.6, 57.3 and 56.4 V ns, so the end point can fall on either side of 40 V ns. Heating is also large: the ideal circuit's peak memristor power of 0.45 mW, with a rough filament thermal resistance of 1000 K/mW, corresponds to a steady rise of about 450 K. Equation (6) is thus a result for the ideal circuit, and these estimates do not support its use to set the state of such a cell. The numerical output below lists the values of the main runs.

## Calculated quantities

```
Inductance 100 uH, capacitance 100 pF
Memductance limits 0.05 and 1.00 mS
Flux width of the conductance step 30 V ns
Tank impedance sqrt(L/C) 1.000 kOhm
Undamped period 628.3 ns
Start: current -1.0 mA, flux -60.0 V ns
Initial inductor flux -100.0 V ns
Conserved difference -40.0 V ns
Selected flux, formula 40.0000 V ns
v(0) +0.0 V: end flux ideal 40.0000, exponential kinetics 5.73 V ns
v(0) +0.5 V: end flux ideal 40.0000, exponential kinetics 24.58 V ns
v(0) -0.5 V: end flux ideal 40.0000, exponential kinetics 23.83 V ns
Voltage scale of exponential kinetics 0.25 V
Largest flux on the way, v(0)=0: 73.45 V ns
Largest voltage, v(0)=0: 0.811 V
Memductance at start 0.0671 mS
Memductance at selected point 0.9383 mS
Resistance at start 14.91 kOhm
Resistance at selected point 1.066 kOhm
Memristor charge change 43.699 pC
Stored energy, v(0)=0: 50.000 pJ
Dissipated energy, v(0)=0: 50.000 pJ
Charge-state run: flux swing 133.41 V ns
Charge-state run: drift of difference 1.3e-08 V ns
Bound: epsilon 1.667e-04 per ns, delta 0.0167
Eigenvalue real part -0.004691 per ns
Eigenvalue imaginary part 0.008831 rad/ns
Amplitude decay time 213.2 ns
Reset by +1.0 mA: end flux -60.0000 V ns
Emf pulse -0.5 V for 200 ns: end flux -60.0000 V ns
Current pulse 1.0 mA for 200 ns: flux change at pulse end 85.43 V ns
Current pulse: final flux 40.0000 V ns
Active case: g 0.1 mS, phi_a 30 V ns
Active, selected 0 V ns: amplitude 60.00 V ns
Active, selected 60 V ns: end flux 60.0000 V ns
Coil 5 Ohm: end-flux shift -0.217 V ns
Lead 50 Ohm: end-flux shift -2.087 V ns
Coil and lead together: shift -2.286 V ns
Peak memristor power, v(0)=0: 0.454 mW
Rough thermal resistance 1000 K/mW
Steady heating at peak power 454 K
Thermal flux spread at 300 K: 6.44e-04 V ns
```
